# Mean-temperature resistance of a uniformly heated disk on a half-space, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a point source to the mean temperature

**Q:** A small round heater sits on a large block of chip material. You want to describe its heating by one thermal resistance. But a heater with uniform power has no single temperature. What is the resistance supposed to mean?

**A:** It needs a definition first. Let the block fill the half-space \(z>0\), with constant, isotropic thermal conductivity \(k\). Heat enters through a disk of radius \(a\) on the face \(z=0\), and the rest of the face is adiabatic. The flow is steady. The flux \(q\), heat per unit time and area directed into the block, is the same everywhere on the disk, so the total power is

\[
Q=\pi a^2 q .
\]

I write \(T\) for the temperature rise above the distant material, so \(T\to0\) far from the disk. The rise varies over the disk, and I take its area average:

\[
T_{\rm mean}=\frac{1}{\pi a^2}\int_{\rm disk}T\,dA,\qquad
R_{\rm mean}=\frac{T_{\rm mean}}{Q}.
\]

This is the reading, divided by the power, of a sensor that responds linearly to temperature and gives equal areas equal weight. A resistance based on the hottest point would be a different quantity.

**Q:** An infinite block seems a poor start. Heat flowing through an infinite length of material should meet an infinite resistance.

**A:** That would be true of a rod with constant cross-section. Here the heat spreads, and the area available to it grows with distance. Consider a point source of power \(Q\) on the face. At distance \(s\) the heat crosses a hemisphere of area \(2\pi s^2\). If the flow is radial, the conduction law gives

\[
-k\frac{dT}{ds}=\frac{Q}{2\pi s^2}.
\]

I integrate from \(s\) to infinity, where \(T=0\):

\[
T(s)=\int_s^\infty\frac{Q}{2\pi k\,s'^2}\,ds'
=\frac{Q}{2\pi k}\left[-\frac1{s'}\right]_s^\infty
=\frac{Q}{2\pi k s}.
\]

The integral converges at large distance, so the infinite block has a finite resistance seen from any finite \(s\). It diverges as \(s\to0\), because a finite power is being forced through a vanishing area. The finite disk will remove that divergence.

**Q:** You assumed radial flow. Does this field satisfy the heat equation and respect the adiabatic face?

**A:** Steady conduction without sources inside the block requires \(\nabla^2T=0\). For a function of \(s\) alone,

\[
\nabla^2T=\frac1{s^2}\frac{d}{ds}\left(s^2\frac{dT}{ds}\right)
=\frac1{s^2}\frac{d}{ds}\left(-\frac{Q}{2\pi k}\right)=0
\qquad(s>0).
\]

On the face, the radial direction from the source lies in the face itself. The heat flow therefore has no component across the face, except at the source. Both conditions hold. The factor \(2\pi\), where an unbounded medium would have \(4\pi\), reflects that the heat has only half of space to flow into.

**Q:** How do you get from a point to a disk?

**A:** The equation and the boundary conditions are linear, so rises add. A small patch \(dA'\) of the disk supplies the power \(q\,dA'\). Let \(\mathbf r\) be the position parallel to the face, measured from the disk centre, and \(\mathbf r'\) the position of the patch. Then

\[
T(\mathbf r,z)=\frac{q}{2\pi k}\int_{\rm disk}
\frac{dA'}{\sqrt{|\mathbf r-\mathbf r'|^2+z^2}} .
\]

At a distance \(D>a\) from the disk centre, every patch lies between \(D-a\) and \(D+a\) away. Hence

\[
\frac{Q}{2\pi k(D+a)}\le T\le\frac{Q}{2\pi k(D-a)} .
\]

The rise vanishes at infinity as required, and far away the disk acts like a point source of the same power.

**Q:** I doubt the boundary condition. Each patch sends no heat across the face anywhere but at its own position. How can the sum produce a finite flux there?

**A:** Take the limit from inside the block. The flux in the \(+z\) direction is

\[
-k\frac{\partial T}{\partial z}
=\frac{q}{2\pi}\int_{\rm disk}
\frac{z\,dA'}{\left(|\mathbf r-\mathbf r'|^2+z^2\right)^{3/2}} .
\]

The minus sign in the conduction law cancels the one from differentiating the inverse root. The integral is the solid angle that the disk subtends at the observation point. Just below an interior point of the disk this should approach \(2\pi\), half of the full sphere.

To show it, draw a circle of radius \(\epsilon\) around \(\mathbf r\) that fits inside the disk. With \(\rho=|\mathbf r-\mathbf r'|\), its contribution to the integral is

\[
\int_0^\epsilon\frac{2\pi\rho z\,d\rho}{(\rho^2+z^2)^{3/2}}
=2\pi z\left[-\frac1{\sqrt{\rho^2+z^2}}\right]_0^\epsilon
=2\pi\left(1-\frac{z}{\sqrt{\epsilon^2+z^2}}\right).
\]

This tends to \(2\pi\) as \(z\to0\) with \(\epsilon\) fixed. The rest of the disk is at least \(\epsilon\) away and contributes at most \(z\pi a^2/\epsilon^3\), which tends to zero. The flux is therefore \(q\) inside the disk.

For a point outside, \(r>a\), every patch is at least \(r-a\) away. The integral is at most \(z\pi a^2/(r-a)^3\), and it vanishes with \(z\). The face is adiabatic there. A numerical sum of sources just below the face tests both limits.

**Q:** You have found one field with the right properties. Could another field have the same flux and a different temperature?

**A:** Suppose two finite, continuous fields satisfy the conditions, and call their difference \(U\). It obeys \(\nabla^2U=0\), has no flux through the face, and vanishes at infinity. Extend it to negative depth by \(U(\mathbf r,-z)=U(\mathbf r,z)\). The extended field is continuous, and its normal derivative has no jump on the plane because it is zero on both sides. The plane therefore carries no source.

The rim needs a word, since the prescribed flux jumps there. A line source along the rim would make the temperature logarithmically infinite, which the finiteness of \(U\) excludes. So \(U\) is harmonic in all space. Inside any large sphere, a harmonic function lies between its smallest and largest values on the surface. Those values tend to zero as the sphere grows, hence \(U=0\) everywhere. The field is unique.

**Q:** On the disk itself, \(z=0\), the integrand becomes infinite where the patch meets the observation point. Is the surface temperature finite?

**A:** Yes. Use polar coordinates \((s,\theta)\) centred on the observation point \(P\) instead of on the disk. The area element is \(dA'=s\,ds\,d\theta\), and its factor \(s\) cancels the \(1/s\) of the source. If \(\ell(\theta)\) is the distance from \(P\) to the rim in direction \(\theta\),

\[
\int_{\rm disk}\frac{dA'}{s}
=\int_0^{2\pi}d\theta\int_0^{\ell(\theta)}ds
=\int_0^{2\pi}\ell(\theta)\,d\theta .
\]

Opposite directions combine into a full chord through \(P\), of length \(c(\theta)=\ell(\theta)+\ell(\theta+\pi)\). Therefore

\[
\int_{\rm disk}\frac{dA'}{s}=\int_0^\pi c(\theta)\,d\theta .
\]

The surface rise is thus \(q/(2\pi k)\) times a sum of chord lengths.

**Q:** Then give me the temperature profile.

**A:** Let \(P\) be at distance \(r\) from the centre, and measure \(\theta\) from the line joining \(P\) to the centre. The chord in direction \(\theta\) passes the centre at distance \(r|\sin\theta|\). By Pythagoras its half-length is \(\sqrt{a^2-r^2\sin^2\theta}\), so

\[
c(\theta)=2\sqrt{a^2-r^2\sin^2\theta}.
\]

The intervals from \(0\) to \(\pi/2\) and from \(\pi/2\) to \(\pi\) contribute equally. With the complete elliptic integral

\[
E(m)=\int_0^{\pi/2}\sqrt{1-m\sin^2\theta}\,d\theta,
\]

the chord sum is \(4aE(r^2/a^2)\), and

\[
T(r)=\frac{q}{2\pi k}\,4aE\!\left(\frac{r^2}{a^2}\right)
=\frac{2qa}{\pi k}\,E\!\left(\frac{r^2}{a^2}\right),
\qquad 0\le r\le a .
\]

The argument of \(E\) here is \(m=r^2/a^2\), not its square root. The integrand of \(E\) falls as \(m\) rises, so the temperature falls all the way from centre to rim, most steeply near the rim. At the ends,

\[
E(0)=\int_0^{\pi/2}d\theta=\frac\pi2,\qquad
E(1)=\int_0^{\pi/2}\cos\theta\,d\theta=1,
\]

which gives

\[
T(0)=\frac{qa}{k}=\frac{Q}{\pi ka},\qquad
T(a)=\frac{2qa}{\pi k}=\frac{2Q}{\pi^2ka}.
\]

The second forms follow from \(q=Q/(\pi a^2)\). The centre is hotter because it has heated material on all sides, while a point on the rim has it on one side.

**Q:** Now you must average an elliptic integral over the disk. Is there a way to see the answer without trusting a table?

**A:** There is, because the average depends on a double integral over pairs of points:

\[
W(a)=\int_{\rm disk}dA\int_{\rm disk}\frac{dA'}{s},\qquad
T_{\rm mean}=\frac{q}{2\pi k}\,\frac{W(a)}{\pi a^2}.
\]

Here \(s\) is the distance between the two area elements. I build the disk from thin rings. Suppose it has reached radius \(b\), and add a ring of width \(db\) and area \(2\pi b\,db\). I need the integral of \(1/s\) over the existing disk, seen from its rim. A chord from a rim point, at angle \(\theta\) to the diameter, has length \(2b\cos\theta\), with \(\theta\) between \(-\pi/2\) and \(\pi/2\). Hence

\[
\int_{{\rm disk}\ b}\frac{dA'}{s}
=\int_{-\pi/2}^{\pi/2}2b\cos\theta\,d\theta=4b .
\]

**Q:** Is each new pair counted once or twice? A factor of two would ruin the result.

**A:** Twice. In \(W\), both points run over the whole disk. A new pair appears once with the first point in the ring and the second in the old disk, and once with the roles exchanged. Therefore

\[
dW=2\,(4b)\,(2\pi b\,db)=16\pi b^2\,db .
\]

Pairs with both points in the new ring contribute a term of order \(b\,(db)^2\ln(b/db)\). Divided by \(db\), it vanishes as \(db\to0\). A disk of zero radius has \(W=0\), so

\[
W(a)=\int_0^a16\pi b^2\,db=\frac{16\pi a^3}{3}.
\]

**Q:** So what are the mean rise and the resistance?

**A:** Substitute \(W\):

\[
T_{\rm mean}=\frac{q}{2\pi k}\,\frac{1}{\pi a^2}\,\frac{16\pi a^3}{3}
=\frac{q}{2\pi k}\,\frac{16a}{3}
=\frac{8qa}{3\pi k}.
\]

Division by \(Q=\pi a^2q\) gives

\[
\boxed{R_{\rm mean}=\frac{8}{3\pi^2ka}\approx\frac{0.2702}{ka}}
\]

**Q:** The ring argument is short enough to hide a mistake. Can you average the profile directly?

**A:** Put \(m=r^2/a^2\). Then \(2\pi r\,dr/(\pi a^2)=dm\), so equal intervals of \(m\) have equal area, and

\[
T_{\rm mean}=\frac{2qa}{\pi k}\int_0^1E(m)\,dm .
\]

Insert the definition of \(E\) and integrate over \(m\) first:

\[
\int_0^1\sqrt{1-m\sin^2\theta}\,dm
=\frac{2}{3\sin^2\theta}\left(1-\cos^3\theta\right).
\]

With \(c=\cos\theta\) and \(\sin^2\theta=(1-c)(1+c)\),

\[
\frac{1-c^3}{1-c^2}=\frac{1+c+c^2}{1+c}=c+\frac1{1+c}.
\]

The integral of \(1/(1+\cos\theta)\) is \(\tan(\theta/2)\), so

\[
\int_0^1E(m)\,dm
=\frac23\left[\sin\theta+\tan\frac\theta2\right]_0^{\pi/2}
=\frac23(1+1)=\frac43 .
\]

This gives \(T_{\rm mean}=8qa/(3\pi k)\) again. Summing point sources numerically, without either integration, gives the coefficient \(0.270190\), equal to \(8/(3\pi^2)\) at the digits shown.

**Q:** Why does the radius enter as \(1/a\)? A contact of twice the radius has four times the area.

**A:** The area fixes the flux, but the distance over which the heat spreads also grows with the disk. Compare the result with a straight column of cross-section \(\pi a^2\) and length \(\ell\), whose resistance is \(\ell/(k\pi a^2)\). Equating the two gives

\[
\ell=\pi a^2k\,\frac{8}{3\pi^2ka}=\frac{8a}{3\pi},
\]

a little less than one radius. Doubling \(a\) doubles this length and quadruples the area, so the resistance halves. At fixed power a larger heater is cooler. At fixed flux it is hotter, because \(T_{\rm mean}=q\ell/k\) grows with \(a\).

## Second half: other disk temperatures, finite bodies and numbers

**Q:** Before I object further, state what is carried over.

**A:** The half-space has conductivity \(k\), and its face is adiabatic outside a disk of radius \(a\). The power is \(Q\), and uniform heating means the flux \(q=Q/(\pi a^2)\). The rise \(T\) is measured from the distant material. Any flux \(f(\mathbf r)\) on the disk produces, on the face,

\[
T_f(\mathbf r)=\frac1{2\pi k}\int_{\rm disk}\frac{f(\mathbf r')\,dA'}{|\mathbf r-\mathbf r'|}.
\]

For uniform flux, the centre, mean and rim rises divided by \(Q\) are

\[
R_{\rm centre}=\frac1{\pi ka},\qquad
R_{\rm mean}=\frac8{3\pi^2ka},\qquad
R_{\rm rim}=\frac2{\pi^2ka}.
\]

**Q:** A metal pad on the chip would even out the temperature. Which resistance applies then?

**A:** How far it does so depends, for a thin pad, on its conductivity times its thickness compared with \(ka\). With uniform heating in the pad, a ratio of one reduces the centre-to-rim difference from about 43 % to about 9 % of the mean rise, and a ratio of ten reduces it to about 1 %. A thin metal film can fall far short: at a ratio of 0.05 the difference is still about 35 %. If the disk does have one temperature, the flux into the block is no longer uniform. It must be weaker in the middle and stronger near the rim. Try

\[
f_0(r)=\frac{Q}{2\pi a\sqrt{a^2-r^2}} .
\]

It carries the correct power:

\[
\int_0^af_0\,2\pi r\,dr
=\frac Qa\int_0^a\frac{r\,dr}{\sqrt{a^2-r^2}}
=\frac Qa\left[-\sqrt{a^2-r^2}\right]_0^a=Q .
\]

**Q:** It also becomes infinite at the rim. Why should it give a constant temperature?

This part has found the mean resistance of a uniformly heated disk, \(R_{\rm mean}=8/(3\pi^2ka)\), and proposed a flux \(f_0\) with the correct total power for a disk at one temperature. It remains to show that \(f_0\) does give a constant temperature, and then to compare the resistances, treat a finite body and put in numbers.
